The Scale Length of a Gate Dielectric on Depleted Silicon, part 1

(Sections cited here and not found follow in the second part.)

## First half: from Poisson's equation to the scale length

Q: The gate of a transistor is supposed to set the potential in the channel, but the source and drain act on it too. People speak of a length over which that influence dies away. In what model can such a length be defined at all?

A: Take a cross-section of the device. Let x run along the channel from source to drain, and let y run downwards from the surface of the silicon. A dielectric of thickness t and permittivity ε_i fills −t < y < 0. The metal gate lies on it at y = −t. Depleted silicon of permittivity ε_s fills 0 < y < W, and neutral p-type silicon lies below. The layers are uniform in x between the source and the drain, and nothing varies across the width of the device. Both permittivities are isotropic.

I use Gaussian units, in which ε_i and ε_s are pure numbers. The elementary charge e is positive, so depleted silicon with N acceptors per unit volume has charge density −eN. I neglect electrons, which restricts the model to the subthreshold regime. Poisson's equation for the potential ψ is then

∇·(ε∇ψ) = −4πρ = 4πeN in the depleted silicon,

∇·(ε∇ψ) = 0 in the dielectric.

The zero of ψ is the neutral silicon. The gate potential V_g is measured from flat band, so that the work-function difference is already absorbed in it.

Q: That equation has a source term, the doping. A decay length belongs to an equation without one. How do you remove it?

A: By subtracting the solution for a very long channel, which depends on y alone. Call it ψ₀(y). In the silicon ε_sψ₀″ = 4πeN. At the depletion edge the potential joins the neutral region smoothly, so ψ₀(W) = 0 and ψ₀′(W) = 0. Integrating twice from the edge gives

ψ₀ = (2πeN/ε_s)(W − y)².

Let ψ_s = ψ₀(0) be the surface potential. Setting y = 0 gives

ψ_s = 2πeNW²/ε_s, hence W² = ε_sψ_s/(2πeN),

and the background can be written as

ψ₀ = ψ_s(1 − y/W)² for 0 < y < W.

In the dielectric ψ₀ is linear. With no charge sheet at the interface, ε∂ψ/∂y is continuous there, and ψ₀′(0+) = −2ψ_s/W. The slope in the dielectric is therefore −2ε_sψ_s/(ε_iW), and the gate potential is

V_g = ψ_s + 2ε_sψ_s t/(ε_iW).

Now write ψ = ψ₀ + u. The same doping term stands on both sides of Poisson's equation and cancels, which leaves

∇·(ε∇u) = 0 in both layers.

The gate is an equipotential whose value ψ₀ already has, so u = 0 at y = −t. A fixed, uniform interface charge would change ψ₀ and V_g but would cancel in the same way. An interface charge that responds to u would not cancel, and I exclude it.

Q: I accept the upper boundary. The lower one looks wrong. The depletion edge is not a metal plate. Near the source it moves down, and you can't hold u at zero on a plane that isn't there.

A: The edge does move, so let it lie at y = W + δ(x). There the full potential and its gradient must vanish. Continue the quadratic ψ₀ a little way past W, and expand u about y = W. The condition ψ = 0 reads

ψ_sδ²/W² + u(W) + δ u_y(W) + … = 0,

where u_y is the derivative with respect to y. The vertical gradient condition reads

2ψ_sδ/W² + u_y(W) + … = 0.

The horizontal gradient then vanishes too, because ψ is constant along the edge. To first order the second condition gives

δ = −W²u_y(W)/(2ψ_s).

Insert u_y(W) = −2ψ_sδ/W² into the first condition:

u(W) = −ψ_sδ²/W² + 2ψ_sδ²/W² = ψ_sδ²/W².

This is of second order in the disturbance. To first order, then, u(W) = 0 on the undisturbed plane, and the gradient condition merely tells us how far the edge moves. A positive u falling to zero at W has u_y < 0, so δ > 0: the depletion region deepens, as it should near an n-type source. The argument covers the weak tail of the disturbance. Close to a junction u is not small and the linear boundary condition fails.

Q: There is a second weakness. At a finite temperature the edge is not abrupt, because holes spread into it over a Debye length. Shouldn't the plane be displaced by about that length?

A: That can be worked out. Let V_T = k_BT/e, and let the hole density be N exp(−ψ/V_T). With c = 4πeN/ε_s the background obeys

ψ₀″ = c[1 − exp(−ψ₀/V_T)].

Replace ψ₀ by ψ₀ + u and keep terms linear in u:

∇²u = (c/V_T) exp(−ψ₀/V_T) u.

Differentiating the background equation once with respect to y gives

(ψ₀′)″ = (c/V_T) exp(−ψ₀/V_T) ψ₀′.

So ψ₀′ is itself a solution of the linear equation, for a disturbance that does not vary with x. It also dies out in the neutral region, as required. To see where it seems to vanish, multiply the background equation by ψ₀′ and integrate from the neutral region, where ψ₀ and ψ₀′ are zero:

½(ψ₀′)² = c[ψ₀ − V_T + V_T exp(−ψ₀/V_T)].

Where ψ₀ is much larger than V_T the exponential can be dropped, and

ψ₀′ = −[2c(ψ₀ − V_T)]^(1/2).

The minus sign is there because the potential falls with depth. It follows that

d(ψ₀ − V_T)^(1/2)/dy = ψ₀′/[2(ψ₀ − V_T)^(1/2)] = −(c/2)^(1/2).

The square root, and with it ψ₀′, falls linearly with depth. Starting from (ψ_s − V_T)^(1/2) at the surface, it extrapolates to zero at

W_T = [2(ψ_s − V_T)/c]^(1/2) = W(1 − V_T/ψ_s)^(1/2),

because 2ψ_s/c = W². For slow variation along x the effective plane is thus slightly above W, by about WV_T/(2ψ_s), and not one Debye length below it. Faster variation adds a correction, whose size I take up with the numbers. For the derivation I keep the plane at W.

Q: Then you have Laplace's equation in two layers between two grounded planes. Why should the solution fall exponentially, and with the same rate in both materials?

A: Try a product u = X(x)Y(y). Continuity of u at the interface has to hold at every x, so one function X must serve both layers. Substitution gives

εX″Y + X(εY′)′ = 0.

Division by εXY separates the variables:

X″/X = −(εY′)′/(εY) = k².

The left side depends on x and the middle one on y, so both equal a constant, which I have called k². The depth profile obeys

(εY′)′ + k²εY = 0, with Y(−t) = Y(W) = 0.

Q: You wrote k² as though it were positive. If it were negative or complex, the potential would oscillate along the channel.

A: Multiply the equation by the complex conjugate Y* and integrate from −t to W. Integration by parts gives

∫Y*(εY′)′dy = [Y*εY′] − ∫ε|Y′|²dy.

The bracket vanishes at the two ends because Y does. At the interface Y and εY′ are continuous, so the contributions from the two sides cancel. What remains is

k² = ∫ε|Y′|²dy / ∫ε|Y|²dy.

Both integrals are real and not negative. The numerator could vanish only for a constant Y, and the end conditions would make that constant zero. Hence k² > 0. I take k > 0, so X is a combination of exp(−kx) and exp(kx). The first describes the influence of a source at x = 0, and the second that of a drain on the right.

Q: Now find k.

A: Inside each layer ε is constant and the equation is Y″ = −k²Y. The solutions that vanish at the outer planes are

Y = A sin k(y + t) in the dielectric,

Y = B sin k(W − y) in the silicon.

Continuity of Y at y = 0 requires

A sin kt = B sin kW.

Continuity of εY′ requires

ε_i A k cos kt = −ε_s B k cos kW.

The minus sign comes from differentiating W − y. Cancel k and collect the terms:

A sin kt − B sin kW = 0,

A ε_i cos kt + B ε_s cos kW = 0.

These two linear equations have a solution other than A = B = 0 when their determinant vanishes:

ε_s sin kt cos kW + ε_i cos kt sin kW = 0.

Division by ε_iε_s cos kt cos kW gives the more compact form

tan(kt)/ε_i + tan(kW)/ε_s = 0.

Q: You divided by cosines. Did you lose anything?

A: Possibly. Suppose cos kt = 0. Then sin kt = ±1, and the determinant vanishes if cos kW = 0 as well. The same holds with t and W exchanged. So the roots lost by the division are those at which both cosines vanish and both tangents diverge. This happens, for instance, when t = W and k = π/(2t). The determinant keeps such roots, and I treat it as the basic equation.

Q: Where is the scale length in all this?

A: Define λ = π/k. The equation becomes

tan(πt/λ)/ε_i + tan(πW/λ)/ε_s = 0,

and each root gives a disturbance that falls as exp(−πx/λ). The largest root λ belongs to the smallest k and survives farthest from the junction. That root is called the scale length. The distance over which the disturbance falls by a factor of e is λ/π, and the factor π must be kept in mind when scale lengths from different definitions are compared.

Q: I was told that for equal permittivities this transcendental equation collapses to something trivial. Show me.

A: Put ε_i = ε_s = ε in the determinant and use the addition theorem for the sine:

ε(sin kt cos kW + cos kt sin kW) = ε sin k(t + W) = 0.

The positive roots are k = nπ/(t + W) with n = 1, 2, 3, …, so that λ_n = (t + W)/n. The largest is

λ = t + W.

The scale length is the total thickness of dielectric and depleted silicon. The physical reason is that u does not see the doping, which has been subtracted. The permittivity was the one property left that distinguished the layers. When it is the same in both, u lives in a single uniform slab, and the slowest mode fits half a sine wave between the two grounded planes.

As a numerical check, the differential equation for Y was discretized with both permittivities equal to 11.7, W = 20 nm, and t = 1, 3, 12 and 25 nm. The largest λ agreed with t + W to within 2 parts in 10⁵ of its value.

Q: Does it work backwards? If I find λ = t + W, may I conclude that the permittivities are equal?

A: Not quite. Insert k = π/(t + W) into the determinant for arbitrary permittivities. Then kW = π − kt, so sin kW = sin kt and cos kW = −cos kt. The determinant becomes

−ε_s sin kt cos kt + ε_i cos kt sin kt = ½(ε_i − ε_s) sin 2kt.

Since 0 < kt < π, this vanishes if ε_i = ε_s or if 2kt = π. The second case means 2t = t + W, or t = W. For equal thicknesses the determinant is

ε_s sin kt cos kt + ε_i cos kt sin kt = ½(ε_i + ε_s) sin 2kt,

whose smallest positive root is k = π/(2t). So λ = 2t = t + W is then the largest root for any pair of permittivities. It is one of the roots at which both tangents diverge. For different permittivities and different thicknesses, λ differs from the total thickness.

## Second half: the size of the scale length and a worked case

Symbols and results carried over: a dielectric (thickness t, permittivity ε_i) lies on depleted silicon (depth W, permittivity ε_s, acceptor density N, surface potential ψ_s), between a gate at y = −t and a depletion edge at y = W. The deviation u from the long-channel potential ψ₀ is a sum of modes Y(y)exp(−kx) with k = π/λ and

ε_s sin kt cos kW + ε_i cos kt sin kW = 0, or tan(kt)/ε_i + tan(kW)/ε_s = 0.

The largest λ is the scale length, and it equals t + W for ε_i = ε_s. To first order the depletion edge moves by δ = −W²u_y(W)/(2ψ_s).

Q: A transcendental equation has many roots. How do I know that I have found the largest λ and not the second one?

A: Bracket it. Let a be the smaller and b the larger of t and W, with a < b, and let ε_a and ε_b be the permittivities of those layers. Define

F(k) = tan(ka)/ε_a + tan(kb)/ε_b.

For 0 < k < π/(2b) both tangents are positive, so F has no root. At k = π/(2b) the determinant equals ε_a cos ka, which is positive, so there is no root there either. Just above this point tan kb starts from −∞ and rises, while tan ka is positive and rises too. F is therefore increasing until k reaches the smaller of π/b and π/(2a). If π/b comes first, F arrives there at tan(πa/b)/ε_a > 0. Otherwise it tends to +∞. In both cases F has crossed zero once. The smallest root satisfies

π/(2b) < k < min[π/b, π/(2a)],

which in terms of λ = π/k is

max(b, 2a) < λ < 2b.

For a = b the root is λ = 2a, as found before.

Q: What do the two ends of that interval mean physically?

A: Hold both thicknesses fixed and change ε_i. Write the condition as tan kW = −(ε_s/ε_i) tan kt.

For ε_i → 0 with t < W, the right side tends to −∞ at fixed k, so kW → π/2 from above and λ → 2W. Hardly any flux can leave the silicon through its surface. The mode has zero slope there and fits a quarter of a wave into the depth W.

For ε_i → ∞ there are two ways to satisfy the condition. If 2t < W, then tan kW → 0 with kW → π, and λ → W. The dielectric ties the silicon surface to the gate potential, and half a wave fits into the silicon. If 2t > W, the root has to stay below π/W, so tan kt itself must diverge. Then kt → π/2 and λ → 2t. Now the dielectric holds a quarter of a wave, because the silicon can take up little of its flux. Both cases are contained in λ → max(W, 2t).

So a higher permittivity does not compensate for unlimited thickness. Lateral field lines from the junctions also run through the dielectric.

The influence of source and drain dies away exponentially far from the junctions, and the scale length is the largest root λ of a transcendental equation, now bracketed and understood in its limits. What remains is a simple formula for thin dielectrics, numbers for a realistic gate, and the size of the effects left out.
